# Why silicon's intrinsic carrier density rises about 480-fold from 300 to 400 K

**Question**

I am trying to show that the intrinsic carrier density of silicon rises about 480-fold between 300 K and 400 K. The gap is given as 1.12 eV at 300 K and 1.097 eV at 400 K, and the effective masses are to be taken as constant.

I used $n_i\propto T^{3/2}e^{-E_g/2k_BT}$ with $E_g=1.12$ eV at both temperatures and got 346. The gap changes by only 2 %, so I did not expect it to matter, yet my answer is well short of 480.

I am also unsure of the formula itself. Where does the 2 in the exponent come from? Silicon has six conduction valleys with anisotropic masses, so why do no masses appear in the ratio? And could I use the result for a real chip, which is doped, and under stress when it gets hot?

**Answer**

Your formula is right, but each temperature needs its own gap. A change of 23 meV is small compared with the gap, but it is not small compared with $k_BT$, and the exponential responds to the second comparison. Deriving the formula from a count of states settles the other points too.

**Counting the electrons**

Let $E_c$ and $E_v$ be the conduction and valence band edges, $E_g=E_c-E_v$ the gap at the temperature considered, and $\mu$ the Fermi level. Near the bottom of one valley, with $\mathbf k$ measured from its minimum and $z$ along its long axis,

$$E(\mathbf k)=E_c+\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_t}+\frac{k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).$$

There are six such valleys and two spin states, so the electron density is

$$n=2\cdot 6\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{e^{(E(\mathbf k)-\mu)/k_BT}+1}.$$

If $E_c-\mu\gg k_BT$, the exponential in the denominator is much larger than 1 for every state in the band. The 1 can then be dropped, which leaves the Boltzmann factor $e^{-(E-\mu)/k_BT}$.

Now rescale each axis by its own mass, $k_i=x_i\sqrt{2m_ik_BT}/\hbar$. The kinetic energy divided by $k_BT$ becomes $x^2+y^2+z^2$, and the volume element becomes

$$d^3k=\frac{(2k_BT)^{3/2}\sqrt{m_lm_t^2}}{\hbar^3}\,d^3x .$$

The remaining integral is a product of three Gaussians, $\int e^{-x^2-y^2-z^2}d^3x=\pi^{3/2}$. Therefore

$$n=2\cdot6\sqrt{m_lm_t^2}\;\frac{(2k_BT)^{3/2}\pi^{3/2}}{(2\pi)^3\hbar^3}\,e^{-(E_c-\mu)/k_BT}.$$

Since $(2\pi)^3=(4\pi^2)^{3/2}$, the powers combine:

$$\frac{(2\pi k_BT)^{3/2}}{(4\pi^2\hbar^2)^{3/2}}=\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}.$$

Define a single mass $m_e$ by $m_e^{3/2}=6\sqrt{m_lm_t^2}$, that is, $m_e=(36\,m_lm_t^2)^{1/3}$. Then

$$n=N_c\,e^{-(E_c-\mu)/k_BT},\qquad N_c=2\left(\frac{m_ek_BT}{2\pi\hbar^2}\right)^{3/2}.$$

The six valleys and the anisotropy are fully contained in $m_e$. They set the size of $N_c$ but not its temperature dependence.

**Counting the holes**

A hole is an empty valence state, with probability

$$1-f(E)=\frac{1}{e^{(\mu-E)/k_BT}+1}\approx e^{-(\mu-E)/k_BT}\qquad(\mu-E_v\gg k_BT).$$

For a parabolic valence band with density-of-states mass $m_h$, $E=E_v-\hbar^2k^2/2m_h$. The same Gaussian integral, now without the valley factor, gives

$$p=N_v\,e^{-(\mu-E_v)/k_BT},\qquad N_v=2\left(\frac{m_hk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

**Where the 2 comes from**

Multiply the two densities. The Fermi level cancels:

$$np=N_cN_v\,e^{-(E_c-\mu+\mu-E_v)/k_BT}=N_cN_v\,e^{-E_g/k_BT}.$$

The full gap appears here, because creating one electron and one hole costs $E_g$. In undoped material neutrality requires $n=p=n_i$, so the left side is $n_i^2$, and

$$n_i=\sqrt{N_cN_v}\;e^{-E_g/2k_BT}.$$

The 2 comes from this square root.

**The ratio**

Write $E_1$ for the gap at $T_1=300$ K and $E_2$ for the gap at $T_2=400$ K. With constant masses, $\sqrt{N_cN_v}$ is a fixed number times $T^{3/2}$. That number cancels on division:

$$\boxed{\frac{n_i(T_2)}{n_i(T_1)}=\left(\frac{T_2}{T_1}\right)^{3/2}\exp\left[\frac{E_1}{2k_BT_1}-\frac{E_2}{2k_BT_2}\right]}$$

The thermal energies are $k_BT_1=0.025852$ eV and $k_BT_2=0.034469$ eV, so

$$\frac{1.12}{2(0.025852)}=21.662,\qquad \frac{1.097}{2(0.034469)}=15.913 .$$

The difference is 5.749, and $(400/300)^{3/2}=1.540$. Hence

$$\frac{n_i(400\text{ K})}{n_i(300\text{ K})}=1.540\,e^{5.749}\approx 483,$$

which is the 480-fold rise to two figures.

**What your calculation left out**

Add and subtract $E_1/2k_BT_2$ in the exponent. The ratio splits into three factors:

$$\left(\frac{T_2}{T_1}\right)^{3/2}\times\exp\left[\frac{E_1}{2k_B}\left(\frac1{T_1}-\frac1{T_2}\right)\right]\times\exp\left[\frac{E_1-E_2}{2k_BT_2}\right].$$

Their values are 1.540, 224.9 and 1.396. The first is the growth in the number of thermally accessible states. The second is the effect of heating at a fixed gap. Your 346 is the product of these two. The third is the effect of the shrinking gap: 0.023 eV divided by $2k_BT_2=0.0689$ eV is about a third, and the exponential of a third is about 1.4. That is the missing 40 %.

**Why the slope of an Arrhenius plot is not the gap**

Draw a straight line through the two gap values, $E_g(T)=E_0-aT$. It falls at the rate $a=0.023\text{ eV}/100\text{ K}=0.23$ meV/K, and its intercept is $E_0=1.12+0.00023\times300=1.189$ eV. Put this into the exponent:

$$-\frac{E_g(T)}{2k_BT}=-\frac{E_0}{2k_BT}+\frac{a}{2k_B}.$$

The last term does not depend on temperature, so it cancels from the ratio:

$$\ln\left[\frac{n_i(T_2)}{n_i(T_1)}\left(\frac{T_1}{T_2}\right)^{3/2}\right]=\frac{E_0}{2k_B}\left(\frac1{T_1}-\frac1{T_2}\right).$$

If you plot $\ln(n_i/T^{3/2})$ against $1/T$, the slope is $-E_0/2k_B$. For this straight-line gap and constant masses it yields 1.189 eV, which is larger than the gap at either temperature. In real silicon the gap curves and the masses drift, so the plot bends slightly and its slope between 300 and 400 K corresponds to about 1.21–1.22 eV. This also gives a second way to do your exercise: use one energy throughout, but make it 1.189 eV instead of 1.12 eV.

Thermodynamics gives the same distinction. The gap $E_g(T)$ plays the part of the free energy for creating a pair. The corresponding entropy is $-dE_g/dT=a$, and the enthalpy is $E_g+Ta=E_0$. A van 't Hoff slope measures an enthalpy. The intercept is not the true gap at absolute zero, however: silicon's gap flattens on cooling, so a straight line continued down from this range ends above it.

For a small temperature step, differentiate $\ln n_i=\text{const}+\tfrac32\ln T-E_0/2k_BT$:

$$\frac{d\ln n_i}{dT}=\frac{3}{2T}+\frac{E_0}{2k_BT^2}=\frac{1}{T}\left(\frac32+\frac{E_0}{2k_BT}\right).$$

The second term in the bracket dominates as long as $E_0\gg3k_BT$, as it does here. Both terms of $d\ln n_i/dT$ shrink as $T$ grows, so the fractional rise per kelvin falls as the material gets hotter, and a growth rate found near 300 K should not be carried unchanged to 400 K.

**The densities themselves**

The ratio needs no masses, but the densities do. Take rough silicon values, in units of the free-electron mass: $m_l=0.92$, $m_t=0.19$ and $m_h=1.0$. Then

$$m_e=(36\times0.92\times0.19^2)^{1/3}=1.061 .$$

| | 300 K | 400 K |
|---|---:|---:|
| $N_c$ (cm$^{-3}$) | $2.74\times10^{19}$ | $4.22\times10^{19}$ |
| $N_v$ (cm$^{-3}$) | $2.51\times10^{19}$ | $3.86\times10^{19}$ |
| $E_g/2k_BT$ | 21.662 | 15.913 |
| $n_i$ (cm$^{-3}$) | $1.03\times10^{10}$ | $4.96\times10^{12}$ |

For example, at 300 K,

$$n_i=\sqrt{2.74\times2.51}\times10^{19}\,e^{-21.662}\approx1.03\times10^{10}\text{ cm}^{-3}.$$

We can now see whether the Boltzmann approximation was justified. Setting $n=p$ and solving for the Fermi level gives

$$\mu-E_v=\frac{E_g}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}.$$

This is 0.559 eV at 300 K and 0.547 eV at 400 K, close to midgap in both cases. At 400 K a state at the conduction edge is occupied with probability $1.2\times10^{-7}$. The relative error made by dropping the 1 is no larger than about this number, so degeneracy is irrelevant here.

**What changes in a doped chip**

Doping breaks the condition $n=p$. In thermal equilibrium it does not break $np=n_i^2$, provided that the doping is light enough to leave the gap unchanged and the Fermi level many $k_BT$ from both edges. A junction under bias is not in equilibrium: electrons and holes there no longer share one Fermi level, and the product rule cannot be used. What follows is for a doped region in equilibrium. With a density $N_d$ of fully ionized donors, neutrality reads $n=p+N_d$. Substituting $p=n_i^2/n$ gives $n^2-N_dn-n_i^2=0$, whose positive root is

$$n=\frac{N_d}{2}+\sqrt{\frac{N_d^2}{4}+n_i^2}.$$

There are two limits. If $n_i\gg N_d$, then $n\approx p\approx n_i$, and both densities follow the intrinsic law. If $n_i\ll N_d$, then

$$n\approx N_d,\qquad p\approx\frac{n_i^2}{N_d}.$$

A lightly doped region with $N_d=10^{15}$ cm$^{-3}$ is in the second limit even at 400 K, where $n_i$ is about 0.5 % of $N_d$. Its electron density hardly changes on heating. Its hole density rises from $1.05\times10^5$ to $2.46\times10^{10}$ cm$^{-3}$, a factor of $2.3\times10^5$, which is the square of 483. So as long as $n_i\ll N_d$, the 480-fold rise describes neither carrier directly: the majority density stays nearly fixed, and the minority density rises by the square.

**How far to trust 480 for real silicon**

The starting values are realistic: silicon's gap is roughly 1.1 eV, and its intrinsic density at room temperature is roughly $10^{10}$ cm$^{-3}$. The following estimates show how far the ratio moves when the assumptions are relaxed one at a time.

*Rounding of the gap.* Keep the 400 K gap at 1.097 eV and change the 300 K gap by 5 meV. The ratio is multiplied by $e^{\pm0.005/2k_BT_1}$, which is about 10 % either way: 439 for 1.115 eV and 532 for 1.125 eV. Even the second digit of 483 therefore has meaning only if the stated gaps are taken as exact.

*Hole mass.* The valence band is not one parabola. It has heavy, light and split-off branches, the last lying $\Delta\approx0.044$ eV below the top, which is comparable with $k_BT$. A six-band $\mathbf k\cdot\mathbf p$ model describes them with three p-like orbitals and two spins. Its matrix for the hole energy is

$$H_{ij}=\frac{\hbar^2}{2m_0}\left[\left((\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right)\delta_{ij}+6\gamma_3k_ik_j(1-\delta_{ij})\right]+\frac{\Delta}{3}\left(1-\mathbf L\cdot\boldsymbol\sigma\right)_{ij},$$

where $m_0$ is the free-electron mass, $\mathbf L$ the orbital angular momentum in units of $\hbar$, and $\boldsymbol\sigma$ the Pauli matrices. I took the rough values $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, diagonalized the matrix on a grid of wave vectors, and summed $e^{-E/k_BT}$ over all states. The parabolic band that would hold the same number of holes has mass 1.03 at 300 K and 1.09 at 400 K. Since $n_i\propto\sqrt{N_v}\propto m_h^{3/4}$, the ratio is multiplied by 1.047.

Within this model the drift is due to the finite $\Delta$. If $\Delta$ were zero, every energy would scale as $k^2$ along its direction, the sum would grow as $T^{3/2}$, and the equivalent mass would be constant however warped the bands were.

*Electron mass.* Let the conduction band flatten according to $E(1+\alpha E)=\hbar^2k^2/2m$, with $E$ measured from the edge and a rough $\alpha=0.5$ per eV. The number of states below $E$ goes as $k^3\propto[E(1+\alpha E)]^{3/2}$. Its derivative, the density of states, is proportional to

$$\sqrt{E(1+\alpha E)}\,(1+2\alpha E)\approx\sqrt E\left(1+\tfrac52\alpha E\right).$$

The thermal mean of $E$ with weight $\sqrt E\,e^{-E/k_BT}$ is $\tfrac32k_BT$, so $N_c$ is multiplied by $1+\tfrac{15}{4}\alpha k_BT$ to first order. The effect on the ratio is a factor of only 1.008. With both mass drifts included, 483 becomes about 510.

*Stress.* Strain moves the band edges by roughly a deformation potential times the strain. Taking 10 eV and 0.1 % as rough values gives $10\text{ eV}\times0.001=10$ meV. As a deliberately large estimate, let the whole gap shrink by this amount, as if every valley moved together. The outcome then depends on when the stress acts:

- If it is present only at 400 K, the hot density is multiplied by $e^{0.010/2k_BT_2}$, and the ratio rises to 559.
- If it is present at both temperatures, both densities rise, but the cold one rises by more because $k_BT$ is smaller there. The ratio falls to 460.
- If it is present only at 300 K, only the cold density rises. The ratio is multiplied by $e^{-0.010/2k_BT_1}=0.824$ and falls to 398.

So stress can move the ratio either way, and you need the stress at both temperatures to know which. For a strain as small as 0.1 %, the sizes are overestimates, however. A strain that changes the crystal's shape but not its volume shifts the six valleys by amounts $\delta$ that average to zero. As long as $|\delta|$ is well below $k_BT$, the average of $e^{-\delta/k_BT}$ over the valleys is 1 to first order, so the electron count hardly changes even if the lowest edge has moved. Such a strain also splits the valence bands, but the cubic symmetry of the unstrained crystal rules out a first-order change in the hole count as well. A change of volume does act at first order, because it shifts all valleys together relative to the average valence-band edge, but in silicon the deformation potential for that is only one or two eV. All of this needs $|\delta|$ well below $k_BT$. With a valley deformation potential near 9 eV that holds at 0.1 % strain, but it fails near 1 %, the level built into strained transistor channels. There the shifts exceed $k_BT$, $n_i$ rises several-fold, and the ratio can lie far outside the range above.

For your exercise the answer is 480. The real 300 K gap lies nearer 1.125 eV than 1.12 eV, which together with the mass drifts gives about 560. For a real piece of lightly doped silicon with strain of about 0.1 % or less I would read it as "roughly 550, uncertain by ten or twenty per cent", and I would apply it to $n_i$, not to the carrier densities of the doped material.
